# Slow Optical Phonons as Scatterers of Heat-Carrying Acoustic Phonons: a program that tests the result

```python
# RESULT UNDER TEST: slow optical phonons can carry little heat and yet supply
# most of the thermal resistance, by opening collision channels for acoustic
# phonons; the effect fades when energy conservation closes those channels.
#
# Model: atoms A (light, cell corner) and B (heavy, cell centre), bond energy
#   K s^2/2 + g s^3/6, s = bond stretch projected on the bond direction.
# Units: hbar = k_B = 1, energies in eV, lengths in angstrom.
#   omega, velocity : phonon energy and group velocity
#   stretch         : mass-weighted stretch of each bond in each mode
#   P               : linearized collision matrix, f^T P f = sum Q (f1+f2-f3)^2
#                     plus BACKGROUND * sum n(n+1) f^2 (weak imperfections)
#   b               : omega * velocity * n(n+1)
#   kappa           : b^T P^-1 b / (volume T^2), mean of three directions
# Modes 0,1,2 at each wavevector are acoustic, modes 3,4,5 optical.
# The background keeps kappa finite for modes without three-phonon partners.
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import solve

EDGES = np.array([3.9, 4.0, 4.1])
HEAVY, LIGHT, LIGHT_CONTROL = 60.0, 18.0, 4.0
K_AB, K_BB, G_OVER_K = 2.0, 1.6, -6.0
TEMP, SIGMA, BACKGROUND = 0.025, 0.0008, 1e-5
MASS_UNIT = const.atomic_mass * const.e * const.angstrom**2 / const.hbar**2
TO_SI = const.e / const.hbar / const.angstrom * const.k

# Each bond: start atom, end atom, cell shift of end atom, direction, spring
BONDS = []
for shift in itertools.product((0, -1), repeat=3):
    vector = (np.array(shift) + 0.5) * EDGES
    BONDS.append((0, 1, np.array(shift), vector / np.linalg.norm(vector), K_AB))
for axis in range(3):
    unit = np.eye(3, dtype=int)[axis]
    BONDS.append((1, 1, unit, unit.astype(float), K_BB))
SHIFTS = np.array([bond[2] for bond in BONDS])
SPRING = np.array([bond[4] for bond in BONDS])
CUBIC = G_OVER_K * SPRING


def lattice_modes(phase_angles, light):
    """Modes at wavevectors given as phase angles per cell, shape (nq, 3)."""
    masses = np.array([light, HEAVY]) * MASS_UNIT
    start = np.zeros((len(BONDS), 6))
    end = np.zeros((len(BONDS), 6))
    for row, (s, t, _, direction, _) in enumerate(BONDS):
        start[row, 3*s:3*s+3] = direction / np.sqrt(masses[s])
        end[row, 3*t:3*t+3] = direction / np.sqrt(masses[t])
    phase = np.exp(1j * phase_angles @ SHIFTS.T)
    moving_end = phase[:, :, None] * end
    rows = moving_end - start
    dyn = np.swapaxes(rows.conj(), 1, 2) @ (SPRING[:, None] * rows)
    squares, vectors = np.linalg.eigh(dyn)
    assert squares.min() > -1e-12, "unstable lattice"
    omega = np.sqrt(np.maximum(squares, 1e-16))
    stretch = rows @ vectors
    end_part = moving_end @ vectors
    velocity = np.empty(omega.shape + (3,))
    for axis in range(3):
        slope = 1j * (SHIFTS[:, axis] * EDGES[axis])[None, :, None] * end_part
        velocity[:, :, axis] = np.einsum(
            'b,qbj->qj', SPRING, (stretch.conj() * slope).real) / omega
    return omega, vectors, stretch, velocity


def collision_problem(n, light, sigma):
    """Anharmonic collision matrices on an n*n*n mesh for three nested sets of
    channels: acoustic only; plus one optical leg; all channels."""
    cells = np.array(list(itertools.product(range(n), repeat=3)))
    nq = n**3
    omega, _, stretch, velocity = lattice_modes(2*np.pi*cells/n, light)
    omega[0, :3] = 1.0            # placeholder: rigid translations are excluded
    velocity[0, :3] = 0.0
    amp = stretch / np.sqrt(2*omega)[:, None, :]
    amp[0, :, :3] = 0.0
    amp_t = np.swapaxes(amp, 1, 2).copy()
    thermal = 0.5 / np.sinh(omega / (2*TEMP))     # sqrt(n(n+1))
    opt = (np.arange(6) > 2).astype(int)
    legs = opt[:, None, None] + opt[None, :, None] + opt[None, None, :]
    masks = [(legs == 0).astype(float), (legs <= 1).astype(float), None]
    upper = np.zeros((3, nq, 6, nq, 6))
    diag = np.zeros((3, nq, 6))
    for i in range(nq):
        total = (cells[i] + cells[i:]) % n
        third = (total[:, 0]*n + total[:, 1])*n + total[:, 2]
        second = np.arange(i, nq)
        left = (amp_t[i] * CUBIC)[None, :, None, :] * amp_t[i:, None, :, :]
        coupling = left.reshape(nq-i, 36, len(BONDS)) @ amp[third].conj()
        coupling = coupling.reshape(nq-i, 6, 6, 6)
        miss = (omega[i][None, :, None, None] + omega[i:, None, :, None]
                - omega[third][:, None, None, :])
        rate = coupling.real**2 + coupling.imag**2
        rate *= np.exp(-0.5*(miss/sigma)**2)
        rate *= thermal[i][None, :, None, None] * thermal[i:, None, :, None]
        rate *= thermal[third][:, None, None, :]
        rate *= 2*np.pi/nq / (sigma*np.sqrt(2*np.pi))
        rate[0] *= 0.5            # equal wavevectors: each pair met twice
        for m, mask in enumerate(masks):
            part = rate if mask is None else rate * mask
            s12, s13, s23 = part.sum(3), part.sum(2), part.sum(1)
            upper[m, i, :, i:, :] += s12.transpose(1, 0, 2)
            matrix = upper[m]
            matrix[i, :, third, :] -= s13
            matrix[second, :, third, :] -= s23
            diag[m, i] += s12.sum((0, 2))
            diag[m, i:] += s12.sum(1)
            diag[m, third] += s13.sum(1)
    size = 6*nq
    matrices = []
    for m in range(3):
        u = upper[m].reshape(size, size)
        p = u + u.T
        p[np.arange(size), np.arange(size)] += diag[m].ravel()
        matrices.append(p)
    return dict(n=n, cells=cells, omega=omega, velocity=velocity, amp=amp,
                thermal=thermal, P=matrices, diag=diag.reshape(3, size))


def transport(problem):
    """Conductivities with optical phonons as absent, as bath, and as free.
    Adds the background scattering to the matrices of the problem."""
    omega = problem['omega'].ravel()
    vel = problem['velocity'].reshape(-1, 3)
    nn1 = problem['thermal'].ravel()**2
    b = (omega * nn1)[:, None] * vel
    active = np.arange(3, omega.size)
    ac, op = active[active % 6 < 3], active[active % 6 > 2]
    pref = 1/(3*problem['n']**3 * np.prod(EDGES) * TEMP**2)
    out = dict(ac=ac, op=op, b=b, pref=pref)
    # anharmonic relaxation of the total optical phonon number, relative
    out['number_loss'] = (problem['P'][2][np.ix_(op, op)].sum()
                          / problem['diag'][2][op].sum())
    every = np.arange(omega.size)
    for p in problem['P']:
        p[every, every] += BACKGROUND*nn1

    def kappa(p, pick):
        f = solve(p[np.ix_(pick, pick)], b[pick], assume_a='pos')
        return pref*np.sum(b[pick]*f), f

    out['ceiling'] = pref*np.sum(b[ac]**2/(BACKGROUND*nn1[ac])[:, None])
    out['only'] = kappa(problem['P'][0], ac)[0]
    out['one_leg'] = kappa(problem['P'][1], ac)[0]
    out['bath'] = kappa(problem['P'][2], ac)[0]
    out['full'], f = kappa(problem['P'][2], active)
    is_op = active % 6 > 2
    out['carried'] = pref*np.sum(b[op]*f[is_op]) / out['full']
    decay = problem['diag'][2] + BACKGROUND*nn1
    out['rta'] = pref*np.sum(b[active]**2/decay[active, None])
    heat = omega**2 * nn1
    out['cap_op'] = heat[op].sum()/heat[active].sum()
    v2 = np.sum(vel**2, axis=1)
    out['speed'] = [np.sqrt(np.sum(heat[s]*v2[s])/heat[s].sum())
                    for s in (ac, op)]
    out['rates'] = [np.sum(heat[ac]*problem['diag'][m][ac]/nn1[ac])
                    / heat[ac].sum() for m in range(3)]
    out['mean_omega'] = np.sum(heat[ac]*omega[ac])/heat[ac].sum()
    out['bands'] = [omega[ac].max(), omega[op].min(), omega[op].max()]
    out['share'] = 1 - out['bath']/out['only']
    return out


# --- Test: group velocity against finite differences of the frequency
angles = np.array([[0.7, 1.3, 2.1]])
velocity_here = lattice_modes(angles, LIGHT)[3][0]
velocity_error = 0.0
for axis in range(3):
    step = np.zeros((1, 3))
    step[0, axis] = 1e-4
    numeric = (lattice_modes(angles+step, LIGHT)[0]
               - lattice_modes(angles-step, LIGHT)[0])[0]/2e-4*EDGES[axis]
    velocity_error = max(velocity_error,
                         np.abs(numeric-velocity_here[:, axis]).max())
assert velocity_error < 1e-6

# --- Test: cubic coupling against the energy of an explicit 3*3*3 supercell
grid3 = np.array(list(itertools.product(range(3), repeat=3)))
_, vec3, stretch3, _ = lattice_modes(2*np.pi*grid3/3, LIGHT)


def displacement(q, mode):
    wave = np.exp(2j*np.pi*(grid3 @ grid3[q])/3).reshape(3, 3, 3)
    pattern = vec3[q, :, mode].reshape(2, 3)
    pattern = pattern/np.sqrt(np.array([LIGHT, HEAVY])*MASS_UNIT)[:, None]
    return wave[..., None, None]*pattern


def supercell_energy(u):
    energy = 0
    for s, t, shift, direction, spring in BONDS:
        far = np.roll(u[..., t, :], tuple(-shift), axis=(0, 1, 2))
        s_bond = (far - u[..., s, :]) @ direction
        energy += np.sum(spring*s_bond**2/2 + G_OVER_K*spring*s_bond**3/6)
    return energy


def mixed_derivative(u1, u2, u3):
    return sum(a*c*d*supercell_energy(a*u1+c*u2+d*u3)
               for a, c, d in itertools.product((1, -1), repeat=3))/8


coupling_error, largest = 0.0, 0.0
for q1, q2, j1, j2, j3 in [(5, 7, 0, 1, 4), (14, 22, 2, 1, 3), (11, 3, 1, 4, 5)]:
    summed = (grid3[q1]+grid3[q2]) % 3
    q3 = int(summed @ np.array([9, 3, 1]))
    direct = mixed_derivative(displacement(q1, j1), displacement(q2, j2),
                              displacement(q3, j3).conj())/27
    formula = np.sum(CUBIC*stretch3[q1, :, j1]*stretch3[q2, :, j2]
                     * stretch3[q3, :, j3].conj())
    wrong = mixed_derivative(displacement(q1, j1), displacement(q2, j2),
                             displacement((q3+1) % 27, j3).conj())/27
    coupling_error = max(coupling_error, abs(direct-formula), abs(wrong))
    largest = max(largest, abs(formula))
assert largest > 0 and coupling_error < 1e-8*largest

# --- Test: occupation factor of 1+2->3 from explicit ladder matrices
ladder = np.diag(np.sqrt(np.arange(1, 7)), 1)
position, one = ladder+ladder.T, np.eye(7)
field = (np.kron(np.kron(position, one), one)
         + np.kron(np.kron(one, position), one)
         + np.kron(np.kron(one, one), position))
before, after = (3*7+2)*7+1, (2*7+1)*7+2
element = (field @ field @ field)[after, before]/6
assert abs(element-np.sqrt(3*2*(1+1))) < 1e-10

# --- Test: linearization of the net rate about equilibrium
energies = np.array([0.011, 0.018, 0.029])
n0 = 1/np.expm1(energies/TEMP)
trial = np.array([0.3, -0.7, 0.45])


def net_rate(eps):
    x, y, z = n0 + eps*n0*(n0+1)*trial
    return x*y*(z+1) - (x+1)*(y+1)*z


numeric = (net_rate(1e-4)-net_rate(-1e-4))/2e-4
linear = np.prod(np.sqrt(n0*(n0+1)))*(trial[0]+trial[1]-trial[2])
assert abs(numeric-linear) < 1e-6*abs(linear)

# --- Test: assembled collision matrix against an explicit sum over processes
small_sigma = 0.004
small = collision_problem(3, LIGHT, small_sigma)
rng = np.random.default_rng(4)
f_test = rng.normal(size=(27, 6))
occupation = 1/np.expm1(small['omega']/TEMP)


def process_rate(x, y, z):
    phi = np.sum(CUBIC*small['amp'][x[0], :, x[1]]*small['amp'][y[0], :, y[1]]
                 * small['amp'][z[0], :, z[1]].conj())
    energy = small['omega'][x]+small['omega'][y]-small['omega'][z]
    delta = np.exp(-energy**2/(2*small_sigma**2))/np.sqrt(2*np.pi*small_sigma**2)
    factor = np.sqrt(np.prod([occupation[s]*(occupation[s]+1)
                              for s in (x, y, z)]))
    return 2*np.pi/27*abs(phi)**2*factor*delta


chosen, explicit = (5, 1), 0.0
for q2 in range(27):
    absorbed = int(((grid3[5]+grid3[q2]) % 3) @ np.array([9, 3, 1]))
    emitted = int(((grid3[5]-grid3[q2]) % 3) @ np.array([9, 3, 1]))
    for j2, j3 in itertools.product(range(6), repeat=2):
        two, three, other = (q2, j2), (absorbed, j3), (emitted, j3)
        explicit += process_rate(chosen, two, three)*(
            f_test[chosen]+f_test[two]-f_test[three])
        explicit += 0.5*process_rate(two, other, chosen)*(
            f_test[chosen]-f_test[two]-f_test[other])
assembled = (small['P'][2] @ f_test.ravel())[5*6+1]
scale = small['diag'][2][5*6+1]
assert scale > 0 and abs(assembled-explicit) < 1e-9*scale

# --- Worked example, resolution checks and light-atom control
main = transport(collision_problem(7, LIGHT, SIGMA))
coarse_problem = collision_problem(6, LIGHT, SIGMA)
coarse = transport(coarse_problem)
broad = transport(collision_problem(6, LIGHT, 1.5*SIGMA))
control = transport(collision_problem(6, LIGHT_CONTROL, SIGMA))

# --- Test: block elimination of the acoustic modes against the full solution
p, ac, op, b = coarse_problem['P'][2], coarse['ac'], coarse['op'], coarse['b']
p_ao = p[np.ix_(ac, op)]
solved = solve(p[np.ix_(ac, ac)], np.hstack([b[ac], p_ao]), assume_a='pos')
c = b[op] - p_ao.T @ solved[:, :3]
schur = p[np.ix_(op, op)] - p_ao.T @ solved[:, 3:]
added = coarse['pref']*np.sum(c*solve(schur, c))
assert abs(added-(coarse['full']-coarse['bath'])) < 1e-6*coarse['full']


def show(label, value, unit='', digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("MODEL")
for name, edge in zip('xyz', EDGES):
    show("cell edge " + name, edge, "angstrom")
show("heavy mass", HEAVY, "u")
show("light mass", LIGHT, "u")
show("A-B spring", K_AB, "eV/angstrom^2")
show("B-B spring", K_BB, "eV/angstrom^2")
show("g/K for all bonds", G_OVER_K, "1/angstrom")
show("temperature", TEMP, "eV")
show("energy broadening", SIGMA, "eV")
show("background scattering rate", BACKGROUND, "eV")
print("MAIN CASE, 7x7x7 mesh")
show("highest acoustic energy", main['bands'][0], "eV")
show("lowest optical energy", main['bands'][1], "eV")
show("highest optical energy", main['bands'][2], "eV")
show("rms acoustic speed (hbar=1)", main['speed'][0], "eV angstrom")
show("rms optical speed (hbar=1)", main['speed'][1], "eV angstrom")
show("optical share of heat capacity", main['cap_op'])
show("mean acoustic energy", main['mean_omega'], "eV")
show("mean acoustic rate, aaa", main['rates'][0], "eV")
show("mean acoustic rate, a+a->o", main['rates'][1]-main['rates'][0], "eV")
show("mean acoustic rate, a+o->o", main['rates'][2]-main['rates'][1], "eV")
for key, label in [('ceiling', "acoustic kappa, background only"),
                   ('only', "kappa0, acoustic collisions only"),
                   ('one_leg', "kappa, with a+a->o added"),
                   ('bath', "kappa_bath, all channels, optical bath"),
                   ('full', "kappa_full")]:
    show(label, main[key], "eV/angstrom")
show("kappa0 converted", main['only']*TO_SI, "W/(m K)")
show("kappa_full converted", main['full']*TO_SI, "W/(m K)")
show("relaxation-time kappa", main['rta'], "eV/angstrom")
show("kappa0/kappa_full", main['only']/main['full'])
show("heat carried directly by optical phonons, share", main['carried'])
show("(kappa_full-kappa_bath)/kappa_full", 1-main['bath']/main['full'])
show("scatterer share 1-kappa_bath/kappa0", main['share'])
print("RESOLUTION, 6x6x6 mesh")
for case, label in [(coarse, "same broadening"), (broad, "broadening x1.5")]:
    show("scatterer share, " + label, case['share'])
    show("kappa0, " + label, case['only'], "eV/angstrom")
    show("kappa_full, " + label, case['full'], "eV/angstrom")
print("CONTROL, 6x6x6 mesh")
show("light mass", LIGHT_CONTROL, "u")
show("twice highest acoustic energy", 2*control['bands'][0], "eV")
show("lowest optical energy", control['bands'][1], "eV")
show("highest optical energy", control['bands'][2], "eV")
show("kappa0", control['only'], "eV/angstrom")
show("kappa_bath", control['bath'], "eV/angstrom")
show("kappa_full", control['full'], "eV/angstrom")
show("scatterer share", control['share'])
show("heat carried directly by optical phonons, share", control['carried'])

# --- Tests of the physical claims
for case in (main, coarse, broad, control):
    assert case['bands'][1] > case['bands'][0]
    assert case['ceiling'] >= case['only']*(1-1e-8)
    assert case['only'] >= case['one_leg']*(1-1e-8)
    assert case['one_leg'] >= case['bath']*(1-1e-8)
    assert case['full'] >= case['bath']*(1-1e-8)
assert main['rates'][2] < 0.2*main['mean_omega']
assert main['speed'][1] < 0.5*main['speed'][0]
assert main['carried'] < 0.2
assert main['full'] < 0.5*main['only']
assert abs(main['share']-coarse['share']) < 0.15
assert abs(broad['share']-coarse['share']) < 0.15
assert control['bands'][1] > 2*control['bands'][0]
assert abs(control['one_leg']/control['only']-1) < 1e-6
assert control['share'] < 0.5*coarse['share']
# optical phonon number: conserved by anharmonic collisions in the control only
assert abs(control['number_loss']) < 1e-9
assert coarse['number_loss'] > 0.01
print("success")
```

Output:

```
MODEL
cell edge x: 3.9 angstrom
cell edge y: 4 angstrom
cell edge z: 4.1 angstrom
heavy mass: 60 u
light mass: 18 u
A-B spring: 2 eV/angstrom^2
B-B spring: 1.6 eV/angstrom^2
g/K for all bonds: -6 1/angstrom
temperature: 0.025 eV
energy broadening: 0.0008 eV
background scattering rate: 1e-05 eV
MAIN CASE, 7x7x7 mesh
highest acoustic energy: 0.02769 eV
lowest optical energy: 0.03432 eV
highest optical energy: 0.04213 eV
rms acoustic speed (hbar=1): 0.01851 eV angstrom
rms optical speed (hbar=1): 0.008743 eV angstrom
optical share of heat capacity: 0.4673
mean acoustic energy: 0.01952 eV
mean acoustic rate, aaa: 3.498e-05 eV
mean acoustic rate, a+a->o: 0.0003173 eV
mean acoustic rate, a+o->o: 2.892e-07 eV
acoustic kappa, background only: 0.5064 eV/angstrom
kappa0, acoustic collisions only: 0.2575 eV/angstrom
kappa, with a+a->o added: 0.02697 eV/angstrom
kappa_bath, all channels, optical bath: 0.02532 eV/angstrom
kappa_full: 0.0276 eV/angstrom
kappa0 converted: 54.01 W/(m K)
kappa_full converted: 5.789 W/(m K)
relaxation-time kappa: 0.02722 eV/angstrom
kappa0/kappa_full: 9.33
heat carried directly by optical phonons, share: 0.06299
(kappa_full-kappa_bath)/kappa_full: 0.08263
scatterer share 1-kappa_bath/kappa0: 0.9017
RESOLUTION, 6x6x6 mesh
scatterer share, same broadening: 0.9085
kappa0, same broadening: 0.2864 eV/angstrom
kappa_full, same broadening: 0.02824 eV/angstrom
scatterer share, broadening x1.5: 0.9032
kappa0, broadening x1.5: 0.2545 eV/angstrom
kappa_full, broadening x1.5: 0.02656 eV/angstrom
CONTROL, 6x6x6 mesh
light mass: 4 u
twice highest acoustic energy: 0.05783 eV
lowest optical energy: 0.07277 eV
highest optical energy: 0.07908 eV
kappa0: 0.2726 eV/angstrom
kappa_bath: 0.2725 eV/angstrom
kappa_full: 0.2815 eV/angstrom
scatterer share: 5.754e-06
heat carried directly by optical phonons, share: 0.03176
success
```
